# Free-induction decay time from the donor resonance linewidth in natural silicon

## Problem

The electron spin resonance of phosphorus donors in natural silicon consists of two lines, one for each orientation of the phosphorus nuclear spin. One of them has a Gaussian absorption profile in field, with full width at half maximum $\Delta B=0.25$ mT. The width comes from the silicon nuclei with spin 1/2, which shift the resonance by a different amount at each donor. The shifts are static while the signal lasts.

Take $g=2.0$, a static field of 0.35 T, a phosphorus hyperfine constant $a=4.9\times10^{-7}$ eV and a temperature of 5 K. All are rough typical values.

1. Convert $\Delta B$ into an energy width $W$ and a standard deviation $\sigma$.
2. Find the signal after an ideal, very short $\pi/2$ pulse, and its $1/e$ time $T$.
3. Find $T$ if 0.25 mT were instead the width of a Lorentzian, or the peak-to-peak width of the derivative of a Gaussian.
4. Explain why many silicon nuclei give a nearly Gaussian line, and when they do not.
5. Estimate how the phosphorus hyperfine coupling, irreversible decay and a pulse of 10 ns change the answer.

## Solution

The algebra uses atomic units, in which $\hbar=1$ and the Bohr magneton is $\mu_B=1/2$. Energies and angular frequencies are then the same quantity.

### 1. From field to energy

Let $b$ be the extra field that the silicon nuclei produce at one donor. In a field sweep at fixed microwave energy $E$, this donor absorbs when $g\mu_B(B+b)=E'$, that is, at $B=E'/(g\mu_B)-b$. Here $E'$ is $E$ less the shift of about $\pm a/2$ caused by the phosphorus nucleus. This shift is the same for all donors in one line, so it moves the line without changing its width. The spread of resonance fields is therefore the spread of $b$, mirrored. In the decay experiment $B$ is fixed, and the same donor has its transition energy shifted by $\delta=g\mu_B b$. Hence

$$W=g\mu_B\,\Delta B=\tfrac12\,g\,\Delta B .$$

With $\mu_B=5.788\times10^{-5}$ eV/T,

$$W=2.0\times5.788\times10^{-5}\times0.25\times10^{-3}\ \text{eV}=2.894\times10^{-8}\ \text{eV}.$$

Measured from the line centre, the normalized distribution of shifts is

$$p(\delta)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-\delta^2/2\sigma^2}.$$

It falls to half its maximum at $\delta=W/2$, so $W^2/(8\sigma^2)=\ln2$ and

$$W=2\sqrt{2\ln2}\;\sigma=2.3548\,\sigma,\qquad \sigma=1.229\times10^{-8}\ \text{eV}.$$

### 2. The signal and its decay time

The pulse turns all spins into the plane perpendicular to the static field, with a common direction. A pulse this short excites both hyperfine lines; here we follow the signal of one line and assume that the receiver rejects the other. In the frame rotating at the centre of the line, a spin with shift $\delta$ then turns through the angle $\delta t$. The normalized signal is the average of $e^{i\delta t}$. Because $p$ is even, the sine part vanishes:

$$S(t)=\int_{-\infty}^{\infty}p(\delta)\cos(\delta t)\,d\delta,\qquad S(0)=1 .$$

To evaluate the integral, differentiate with respect to $t$:

$$S'(t)=-\int\delta\,p(\delta)\sin(\delta t)\,d\delta .$$

For the Gaussian, $p'(\delta)=-\delta p(\delta)/\sigma^2$, so $\delta p=-\sigma^2p'$. Integration by parts gives

$$S'(t)=\sigma^2\int p'(\delta)\sin(\delta t)\,d\delta=-\sigma^2t\int p(\delta)\cos(\delta t)\,d\delta=-\sigma^2t\,S(t),$$

since $p$ vanishes at both ends. It follows that the derivative of $S\,e^{\sigma^2t^2/2}$ is zero. This product equals 1 at $t=0$, so

$$S(t)=e^{-\sigma^2t^2/2}.$$

The $1/e$ time of the amplitude satisfies $\sigma^2T^2/2=1$. Therefore

$$T=\frac{\sqrt2}{\sigma}=\frac{\sqrt2\cdot2\sqrt{2\ln2}}{W}=\frac{4\sqrt{\ln2}}{W}=\frac{8\sqrt{\ln2}}{g\,\Delta B}.$$

In ordinary units the phase is $\delta t/\hbar$, so the result becomes

$$T=\frac{4\sqrt{\ln2}\;\hbar}{g\mu_B\,\Delta B}.$$

With $4\sqrt{\ln2}=3.3302$ and $\hbar=6.582\times10^{-16}$ eV s,

$$T=\frac{3.3302\times6.582\times10^{-16}}{2.894\times10^{-8}}\ \text{s}=75.7\ \text{ns},$$

or $3.13\times10^{9}$ atomic units of time. Numerical integration over the field profile, followed by a search for the $1/e$ point, gives the same time.

The width is given to two figures. An uncertainty of 0.005 mT is 2 % of it and moves $T$ by about 1.5 ns, so "about 75 ns" is a fair statement of the result.

The decay starts quadratically, because $S\approx1-t^2/T^2$ at short times. The signal is 0.90 at 25 ns, 0.65 at 50 ns, 0.17 at 100 ns and 0.02 at 150 ns. If the frequency width $W/h$ is used instead of $W$, a factor $2\pi$ must be supplied; without it the result would be 476 ns.

### 3. Two other meanings of the width

**Lorentzian line.** Suppose the signal is $e^{-\Gamma t}$. The corresponding normalized line is

$$p_L(\delta)=\frac1\pi\int_0^\infty e^{-\Gamma t}\cos(\delta t)\,dt=\frac1\pi\,\mathrm{Re}\,\frac{1}{\Gamma-i\delta}=\frac1\pi\,\frac{\Gamma}{\Gamma^2+\delta^2}.$$

Its half-maximum points are $\delta=\pm\Gamma$, so $W=2\Gamma$. The inverse cosine transform returns $e^{-Wt/2}$, whose $1/e$ time is

$$T_L=\frac{2}{W},\qquad T_L=45.5\ \text{ns}.$$

At the same full width, the Lorentzian signal reaches $1/e$ sooner. The line shape must therefore be known as well as the width.

**Derivative width.** A spectrometer that detects the response to a small modulation of the field records a signal proportional to $p'$ instead of $p$. The peaks of $p'$ lie where

$$p''(\delta)=\left(\frac{\delta^2}{\sigma^4}-\frac1{\sigma^2}\right)p(\delta)=0,$$

which means $\delta=\pm\sigma$. The peak-to-peak width is thus $W_{pp}=2\sigma$, and $T=\sqrt2/\sigma=2\sqrt2/W_{pp}$. If 0.25 mT were this width, the time would be 64.3 ns.

### 4. Why the line is nearly Gaussian

Let each silicon site $j$ hold a spin-1/2 nucleus with probability $f$, about 0.047 in natural silicon. If present, the nucleus shifts the transition energy by $+b_j$ or $-b_j$. The two signs are almost equally likely: at 5 K and 0.35 T the polarization of a weakly coupled nucleus is only about $1.4\times10^{-5}$, and the hyperfine energy of the most strongly coupled sites raises it to about twice that at most.

One site contributes the average

$$(1-f)+\frac f2e^{ib_jt}+\frac f2e^{-ib_jt}=1-f+f\cos(b_jt).$$

The sites are independent, so the averages multiply:

$$S(t)=\prod_j\left[1-f+f\cos(b_jt)\right].$$

Write each factor as $1-u_j$, with $u_j=f(b_j^2t^2/2-b_j^4t^4/24+\dots)$, and use $\ln(1-u)=-u-u^2/2-\dots$. Through fourth order in $t$,

$$\ln S=-\frac{t^2}{2}\,f\sum_jb_j^2+\frac{t^4}{24}\,f(1-3f)\sum_jb_j^4+\dots$$

The first term is the Gaussian decay with $\sigma^2=f\sum_jb_j^2$. To judge the second, take $N$ sites with equal coupling $b$. Then $\sigma^2=fNb^2$, and the second term becomes

$$\frac{(\sigma t)^4}{24}\,\frac{1-3f}{fN}.$$

It is small at $t\sim T$ if $fN\gg1$. With exactly equal couplings the line is a comb with spacing $b$ under a nearly Gaussian envelope, and the signal revives fully at $t=2\pi/b$; a spread of couplings fills in the comb. What counts is the mean number of magnetic nuclei that matter, not the number of sites.

In silicon the couplings are unequal, and a few sites near the donor couple strongly. A simple lattice model shows the effect. It takes

$$b_j\propto e^{-2r_j/r_0}\left[\frac{\cos kx_j+\cos ky_j+\cos kz_j}{3}\right]^2,$$

with $r_0=2.0$ nm and $k$ equal to 0.85 of the distance to the zone edge along a cubic axis. The bracket describes the interference of the conduction-band valleys. For the 13,406 sites within 4.0 nm, the product of energy width and decay time is 3.304 instead of 3.330; extending the radius to 6 nm or more raises it to 3.305. In this model, $T$ at fixed full width is thus 0.8 % shorter than for a Gaussian, or about 0.6 ns here. The figure depends strongly on the rough value of $r_0$: a more compact envelope gives fewer important nuclei and a larger deviation, 1.8 % at $r_0=1.5$ nm and 3.5 % at 1.2 nm. The model probably understates the real effect. Its largest shift is about $0.6\,\sigma$, whereas double-resonance measurements on phosphorus donors give about 3 MHz for the most strongly coupled sites, close to $\sigma/h$ itself. A deviation of a few per cent is therefore plausible for the real line.

This model fixes the shape of the line, not its width, because the common scale of the $b_j$ cancels in the product. It leaves out the central-cell correction, the anisotropy of the envelope and anisotropic hyperfine coupling.

The average over $f$ applies to an ensemble of donors. A single donor has a fixed set of occupied sites, and averaging over its nuclear orientations gives $\prod_j\cos(b_jt)$ over those sites. Its decay time can therefore differ from the ensemble value.

### 5. Corrections to the ideal experiment

**Phosphorus hyperfine coupling.** Let $Z=g\mu_BB$ and neglect the Zeeman energy of the phosphorus nucleus. The states with parallel electron and nuclear spins have energies $\pm Z/2+a/4$. The two antiparallel states have diagonal energies $\pm Z/2-a/4$ and are coupled by $a/2$, which gives $-a/4\pm R/2$ with $R=\sqrt{Z^2+a^2}$. The two electron transitions have energies

$$\frac{Z+R}{2}\pm\frac a2 .$$

They differ by $a$, which corresponds to 4.23 mT, about 17 times the linewidth. The lines are well separated. The slope of either energy with $Z$ is

$$\frac12\left(1+\frac ZR\right)\approx1-\frac{a^2}{4Z^2},$$

for $a\ll Z$. It differs from 1 by $3.7\times10^{-5}$, so $W=g\mu_B\Delta B$ is safe at this field. At fields where $Z$ is comparable with $a$, the actual slope must be used.

**Irreversible decay.** Take a rough echo decay time $T_e=0.2$ ms and, for this estimate, an exponential factor $e^{-t/T_e}$. The $1/e$ condition becomes $t^2/T^2+t/T_e=1$. Setting $t=T(1-\epsilon)$ with small $\epsilon$ gives $\epsilon\approx T/(2T_e)$, or $1.9\times10^{-4}$. The time $T$ thus measures the spread of static shifts and says almost nothing about the echo decay time.

**Finite pulse.** Let the pulse last $t_p=10$ ns and rotate resonant spins about $x$ at the rate $\omega_1=\pi/(2t_p)$. During the pulse $m_y=-\sin\omega_1s$, and a small detuning adds $dm_x/ds=-\delta m_y$. At the end,

$$m_x=\delta\int_0^{t_p}\sin(\omega_1s)\,ds=\frac{\delta}{\omega_1}=\delta\,\frac{2t_p}{\pi},\qquad m_y=-1 .$$

This is the phase that free precession would produce in $\tau=2t_p/\pi=6.4$ ns. To first order in $\delta/\omega_1$, the later signal is $e^{-(t+\tau)^2/T^2}$. Relative to its value at the end of the pulse, it falls to $1/e$ when $(t+\tau)^2=T^2+\tau^2$, so

$$t=\sqrt{T^2+\tau^2}-\tau=69.6\ \text{ns}.$$

Full spin rotations averaged over the line give the same value. The pulse also excites the other hyperfine line: a spin at its centre acquires a transverse amplitude of 0.25, compared with 1 on resonance. The receiver must reject that signal, or the two lines beat.

### Comparison with a real sample

The parameters are in the usual range for lightly doped natural silicon. At a donor density $n=10^{15}$ cm$^{-3}$, the dipolar energy scale $\mu_0(g\mu_B)^2n/4\pi$ corresponds to a phase of only about $2.5\times10^{-5}$ rad during $T$. Random donor positions make the typical phase a few times larger, which is still negligible. If the other hyperfine line is rejected, the finite pulse is the largest of the corrections estimated here: it shortens the time counted from the end of the pulse by about 8 %. The departure of the real line from a Gaussian may shorten $T$ by a further few per cent. Magnet inhomogeneity and strain can add to the width, and they shorten $T$ too if they are present in the decay experiment. Broadening by excessive microwave power or field modulation is different. It belongs to the measurement of the line and would make the calculated $T$ too short. The input values are listed in the program.

## Calculated quantities

```
Line width (FWHM): 0.25 mT
Electron g factor (rough): 2.0
Bohr magneton: 5.78838e-05 eV/T
Reduced Planck constant: 6.58212e-16 eV s
Energy width W: 2.8942e-08 eV
Standard deviation sigma: 1.2290e-08 eV
W / sigma: 2.3548
W T / hbar: 3.3302
1/e time, formula: 75.74 ns
1/e time, quadrature: 75.74 ns
1/e time in atomic units: 3.1311e+09 a.u.
Signal at 25 ns: 0.8968
Signal at 50 ns: 0.6467
Signal at 100 ns: 0.1749
Signal at 150 ns: 0.0198
If line were Lorentzian: 45.5 ns
If W is mistaken for sigma: 32.2 ns
If width is derivative peak-to-peak: 64.3 ns
If h is used for hbar: 476 ns
Hyperfine constant (rough): 4.9e-07 eV
Static field (rough): 0.35 T
Hyperfine line separation: 4.23 mT
Relative slope change by hyperfine: 3.7e-05
Si-29 fraction (rough): 0.047
Lattice constant (rough): 0.543 nm
Envelope radius (rough): 2.0 nm
Valley position / zone edge (rough): 0.85
Lattice model radius: 4.0 nm
Silicon sites in lattice model: 13406
Lattice model, width times 1/e time: 3.3043
Change of 1/e time at fixed width: -0.78 %
Echo decay time (rough): 0.2 ms
Relative shortening by echo decay: 1.9e-04
Temperature: 5.0 K
Si-29 polarization: 1.4e-05
Donor density: 1e+15 cm^-3
Donor-donor dipolar phase in T: 2.5e-05 rad
Pulse length: 10 ns
1/e time from end of pulse: 69.6 ns
Other line, transverse amplitude per spin: 0.25
```
